# The two-fermion Breit equation: blocks, centre of mass, and J = 0: a numerical check

```python
"""Two-fermion Breit equation at total momentum zero, J = 0 sector.

Result under test (hbar = c = 1, W = E - V, M = m1 + m2, delta = m1 - m2):
    a' = (W - mc^2/W) c / 2
    c' + 2c/r = -(W + 4b - ma^2/(W - 4b)) a / 2
with (ma, mc) = (M, delta) for 1S0 and (delta, M) for 3P0.
V is the central potential; b multiplies alpha1.alpha2 + alpha1.n alpha2.n.
a and c are the sums of the two amplitudes on the singlet spinor eta and on
zeta = (sigma1.n) eta.  L and S mean upper and lower Dirac components.
eps = E - M is the binding energy with its negative sign.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import spherical_jn

# ---------- full 16-component operator, by finite differences ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2, one4 = np.eye(2), np.eye(4)
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], one2)
alpha1 = np.array([np.kron(x, one4) for x in alpha])
alpha2 = np.array([np.kron(one4, x) for x in alpha])
beta1, beta2 = np.kron(beta, one4), np.kron(one4, beta)
sigma1 = np.array([np.kron(s, one2) for s in pauli])
sigma2 = np.array([np.kron(one2, s) for s in pauli])


def to_blocks(vector):
    """Index [i, j]: i, j = 0 for L and 1 for S of particles 1 and 2."""
    return vector.reshape(2, 2, 2, 2).transpose(0, 2, 1, 3).reshape(2, 2, 4)


def from_blocks(blocks):
    return blocks.reshape(2, 2, 2, 2).transpose(0, 2, 1, 3).reshape(16)


def full_action(field, r1, r2, m1, m2, v, b):
    n = (r1 - r2) / np.linalg.norm(r1 - r2)
    breit = sum(alpha1[k] @ alpha2[k] for k in range(3))
    breit = breit + np.tensordot(n, alpha1, 1) @ np.tensordot(n, alpha2, 1)
    out = (m1 * beta1 + m2 * beta2 + v * np.eye(16) + b * breit) @ field(r1, r2)
    h = 2e-3
    for k in range(3):
        e = h * np.eye(3)[k]
        d1 = (8 * (field(r1 + e, r2) - field(r1 - e, r2))
              - field(r1 + 2 * e, r2) + field(r1 - 2 * e, r2)) / (12 * h)
        d2 = (8 * (field(r1, r2 + e) - field(r1, r2 - e))
              - field(r1, r2 + 2 * e) + field(r1, r2 - 2 * e)) / (12 * h)
        out = out - 1j * (alpha1[k] @ d1 + alpha2[k] @ d2)
    return out


rng = np.random.default_rng(3)
m1, m2, v_pt, b_pt = 1.0, 2.3, -0.7, 0.4
r1 = np.array([0.5, -0.3, 0.8])
r2 = np.array([-0.4, 0.6, 0.1])
rel = r1 - r2
dist = np.linalg.norm(rel)
n_pt = rel / dist

# Block equations and plane-wave separation for an arbitrary relative field.
c0 = rng.normal(size=16) + 1j * rng.normal(size=16)
c1 = rng.normal(size=(16, 3)) + 1j * rng.normal(size=(16, 3))
P_total, wt1, wt2 = np.array([0.3, -0.5, 0.2]), 0.35, 0.65


def relative_field(r):
    return (c0 + c1 @ r) * np.exp(-0.3 * r @ r)


def moving_field(x1, x2):
    return np.exp(1j * P_total @ (wt1 * x1 + wt2 * x2)) * relative_field(x1 - x2)


X = to_blocks(relative_field(rel))
grad = [to_blocks(c1[:, k] * np.exp(-0.3 * rel @ rel)
                  - 0.6 * rel[k] * relative_field(rel)) for k in range(3)]
spin_breit = b_pt * (sum(sigma1[k] @ sigma2[k] for k in range(3))
                     + np.tensordot(n_pt, sigma1, 1) @ np.tensordot(n_pt, sigma2, 1))
expected = np.zeros((2, 2, 4), dtype=complex)
for i in range(2):
    for j in range(2):
        mass = (1 - 2 * i) * m1 + (1 - 2 * j) * m2
        expected[i, j] = (v_pt + mass) * X[i, j] + spin_breit @ X[1 - i, 1 - j]
        for k in range(3):
            expected[i, j] += sigma1[k] @ (wt1 * P_total[k] * X[1 - i, j]
                                           - 1j * grad[k][1 - i, j])
            expected[i, j] += sigma2[k] @ (wt2 * P_total[k] * X[i, 1 - j]
                                           + 1j * grad[k][i, 1 - j])
phase = np.exp(1j * P_total @ (wt1 * r1 + wt2 * r2))
actual = to_blocks(full_action(moving_field, r1, r2, m1, m2, v_pt, b_pt)) / phase
block_error = np.max(abs(actual - expected))
assert block_error < 1e-8

# J = 0 ansatz inserted in the full operator, both parities.
eta = np.array([0, 1, -1, 0], dtype=complex) / math.sqrt(8 * math.pi)
amp = np.array([1.0, -0.6, 0.8, 0.5])       # LL, SS, LS, SL
decay = np.array([0.4, 0.7, 0.5, 0.9])


def j0_field(sector):
    def field(x1, x2):
        r = x1 - x2
        d = np.linalg.norm(r)
        zeta = np.tensordot(r / d, sigma1, 1) @ eta
        even, odd = (eta, zeta) if sector == "1S0" else (zeta, eta)
        f = amp * np.exp(-decay * d)
        blocks = np.zeros((2, 2, 4), dtype=complex)
        blocks[0, 0], blocks[1, 1] = f[0] * even, f[1] * even
        blocks[0, 1], blocks[1, 0] = -1j * f[2] * odd, -1j * f[3] * odd
        return from_blocks(blocks)
    return field


radial_error = 0.0
f = amp * np.exp(-decay * dist)
df = -decay * f
Df = df + 2 * f / dist
zeta_pt = np.tensordot(n_pt, sigma1, 1) @ eta
for sector in ("1S0", "3P0"):
    singlet_even = sector == "1S0"
    even, odd = (eta, zeta_pt) if singlet_even else (zeta_pt, eta)
    d_odd = Df[2] + Df[3] if singlet_even else df[2] + df[3]
    d_even = df[0] + df[1] if singlet_even else Df[0] + Df[1]
    be, bo = (-4 * b_pt, 0.0) if singlet_even else (0.0, -4 * b_pt)
    want = np.zeros((2, 2, 4), dtype=complex)
    want[0, 0] = ((v_pt + m1 + m2) * f[0] - d_odd + be * f[1]) * even
    want[1, 1] = ((v_pt - m1 - m2) * f[1] - d_odd + be * f[0]) * even
    want[0, 1] = -1j * ((v_pt + m1 - m2) * f[2] + d_even + bo * f[3]) * odd
    want[1, 0] = -1j * ((v_pt - m1 + m2) * f[3] + d_even + bo * f[2]) * odd
    got = to_blocks(full_action(j0_field(sector), r1, r2, m1, m2, v_pt, b_pt))
    radial_error = max(radial_error, np.max(abs(got - want)))
assert radial_error < 1e-8


# ---------- reduced pair of radial equations, solved by shooting ----------
def coefficients(r, eps, m1, m2, sector, V, b):
    w = eps - V(r)
    W = m1 + m2 + w
    b4 = 4 * b(r)
    minus_sum = w * (w + 2 * (m1 + m2))         # W^2 - M^2 without cancellation
    minus_diff = (w + 2 * m1) * (w + 2 * m2)    # W^2 - delta^2
    if sector == "1S0":
        over_a, over_c = minus_sum, minus_diff
    else:
        over_a, over_c = minus_diff, minus_sum
    return over_c / (2 * W), (over_a - b4 * b4) / (2 * (W - b4)), W, over_a


def shoot(eps, model, ends, start_ratio, points=None):
    """Integrate in t = ln r from both ends to the matching radius."""
    r_in, r_match, r_out = ends

    def rhs(t, y):
        r = math.exp(t)
        p, q = coefficients(r, eps, *model)[:2]
        return [r * p * y[1], -2 * y[1] - r * q * y[0]]

    q0 = coefficients(r_in, eps, *model)[1]
    ratio = -q0 * r_in / 3 if start_ratio is None else start_ratio
    p1, q1 = coefficients(r_out, eps, *model)[:2]
    solutions = []
    for r_start, y0 in ((r_in, [1.0, ratio]),
                        (r_out, [1.0, -math.sqrt(-p1 * q1) / p1])):
        t0, t1 = math.log(r_start), math.log(r_match)
        grid = None if points is None else np.linspace(t0, t1, points)
        solutions.append(solve_ivp(rhs, (t0, t1), y0, method="DOP853",
                                   rtol=1e-12, atol=1e-25, t_eval=grid))
    return solutions


def find_level(model, ends, start_ratio, bracket):
    def mismatch(eps):
        left, right = [s.y[:, -1] for s in shoot(eps, model, ends, start_ratio)]
        cross = left[0] * right[1] - left[1] * right[0]
        return cross / (np.hypot(*left) * np.hypot(*right))
    return brentq(mismatch, *bracket, xtol=1e-18, rtol=1e-13)


def no_breit(r):
    return 0.0


def origin_ratio(g, factor):
    """c/a at the origin; s(s+2) = -factor g^2/4, c/a = 2s/g."""
    x = factor * g * g / 4
    return -2 * x / (1 + math.sqrt(1 - x)) / g


def coulomb_setup(m1, m2, sector, g, n):
    mu = m1 * m2 / (m1 + m2)
    model = (m1, m2, sector, lambda r: -g / r, no_breit)
    ends = (1e-6 * g / (m1 + m2), n / (mu * g), 40 * n / (mu * g))
    return model, ends, origin_ratio(g, 1)


# Elimination tested against diagonalization of all four coupled equations.
depth, breit_depth, width = 2.0, 0.1, 3.0
ma_, mb_ = 1.0, 2.0
box, nbasis = 25.0, 80
x, wx = np.polynomial.legendre.leggauss(500)
rq, wq = box * (x + 1) / 2, box * wx / 2
kn = np.arange(1, nbasis + 1) * math.pi / box
scale = kn * math.sqrt(2 / box)
B0 = scale[:, None] * spherical_jn(0, np.outer(kn, rq))
B1 = scale[:, None] * spherical_jn(1, np.outer(kn, rq))
shape = np.exp(-(rq / width) ** 2) * rq ** 2 * wq
S0, S1 = (B0 * shape) @ B0.T, (B1 * shape) @ B1.T
I, Kmat, Z = np.eye(nbasis), np.diag(kn), np.zeros((nbasis, nbasis))
smooth = {}
for sector in ("1S0", "3P0"):
    Ve, Vo = (-depth * S0, -depth * S1) if sector == "1S0" else (-depth * S1, -depth * S0)
    Be, Bo = (-4 * breit_depth * S0, Z) if sector == "1S0" else (Z, -4 * breit_depth * S0)
    T = -Kmat if sector == "1S0" else Kmat
    Ms, Md = ma_ + mb_, ma_ - mb_
    H = np.block([[Ve + Ms * I, Be, T, T], [Be, Ve - Ms * I, T, T],
                  [T, T, Vo + Md * I, Bo], [T, T, Bo, Vo - Md * I]])
    levels = np.linalg.eigvalsh(H)
    e_diag = levels[levels > 1.5][0] - Ms
    model = (ma_, mb_, sector, lambda r: -depth * math.exp(-(r / width) ** 2),
             lambda r: breit_depth * math.exp(-(r / width) ** 2))
    e_shoot = find_level(model, (1e-4, 2.0, 25.0), None,
                         (e_diag - 1e-3, e_diag + 1e-3))
    assert e_diag < -0.05
    assert abs(e_diag - e_shoot) < 1e-6      # finite box and basis
    smooth[sector] = (e_diag, e_shoot)

# Very heavy partner: Dirac-Coulomb levels at strong coupling.
g_strong, heavy = 0.6, 1e6
gamma = math.sqrt(1 - g_strong ** 2)
dirac = {"1S0": (1, gamma - 1),
         "3P0": (2, 1 / math.sqrt(1 + (g_strong / (1 + gamma)) ** 2) - 1)}
strong = {}
for sector, (n, e_dirac) in dirac.items():
    setup = coulomb_setup(1.0, heavy, sector, g_strong, n)
    strong[sector] = find_level(*setup, (1.1 * e_dirac, 0.9 * e_dirac))
    assert abs(strong[sector] - e_dirac) < 1e-5   # recoil is of order 1/heavy


# ---------- weak coupling: order alpha^4 and the muonium example ----------
def expectation(eps, setup, g):
    model = setup[0]
    m1, m2, sector = model[:3]
    left, right = shoot(eps, *setup, points=4001)
    factor = left.y[0, -1] / right.y[0, -1]
    total = np.zeros(5)
    for sol, f, sign in ((left, 1.0, 1), (right, factor, -1)):
        r = np.exp(sol.t)
        a, c = f * sol.y
        W, over_a = coefficients(r, eps, *model)[2:]
        m_a, m_c = (m1 + m2, m1 - m2) if sector == "1S0" else (m1 - m2, m1 + m2)
        pa = [a * (1 + m_a / W) / 2, a * (1 - m_a / W) / 2]
        pc = [c * (1 + m_c / W) / 2, c * (1 - m_c / W) / 2]
        even, odd = (pa, pc) if sector == "1S0" else (pc, pa)
        parts = [even[0] ** 2, odd[0] ** 2, odd[1] ** 2, even[1] ** 2,
                 -2 * (g / (2 * r)) * a ** 2 * over_a / W ** 2]
        total += sign * np.array([simpson(p * r ** 3, x=sol.t) for p in parts])
    norm = total[:4].sum()
    return total[:4] / norm, total[4] / norm     # weights LL, LS, SL, SS; Breit


fine = const.fine_structure
ratio = const.physical_constants["muon-electron mass ratio"][0]
results = {}
for label, mass2 in (("equal", 1.0), ("muonium", ratio)):
    mu = mass2 / (1 + mass2)
    inv2 = 1 + 1 / mass2 ** 2
    for sector, n in (("1S0", 1), ("3P0", 2)):
        e_nr = -mu * fine ** 2 / (2 * n * n)
        setup = coulomb_setup(1.0, mass2, sector, fine, n)
        eps = find_level(*setup, (1.001 * e_nr, 0.999 * e_nr))
        weights, breit = expectation(eps, setup, fine)
        if sector == "1S0":
            coul4 = mu ** 3 * (5 / mass2 - inv2) / 8
            breit4 = -3 * mu ** 3 / mass2
        else:
            coul4 = mu ** 3 * (7 / (384 * mass2) - 5 * inv2 / 128)
            breit4 = -3 * mu ** 3 / (16 * mass2)
        shift = (eps - e_nr) / fine ** 4
        # Omitted terms are smaller by about alpha^2 times a logarithm.
        assert abs(shift / coul4 - 1) < 0.01
        assert abs(breit / fine ** 4 / breit4 - 1) < 0.01
        p_squared = (mu * fine / n) ** 2
        assert abs(weights[2] / (p_squared / 4) - 1) < 0.01
        assert abs(weights[1] / (p_squared / (4 * mass2 ** 2)) - 1) < 0.01
        results[label, sector] = (e_nr, eps, shift, coul4, breit, breit4, weights)

# Pole of the full Breit operator: norm of the eliminated component diverges.
pole_ratio, pole_amplitude = {}, {}
for sector in ("1S0", "3P0"):
    eps = results["muonium", sector][1]
    E = 1 + ratio + eps
    r_pole = fine / E
    model = (1.0, ratio, sector, lambda r: -fine / r, lambda r: fine / (2 * r))
    m_a = 1 + ratio if sector == "1S0" else 1 - ratio

    def rhs_pole(t, y):
        s = math.exp(t)
        r = s * r_pole
        p, q = coefficients(r, eps, *model)[:2]
        hidden = m_a * y[0] / (E - fine / r)
        return [r * p * y[1], -2 * y[1] - r * q * y[0], s ** 3 * hidden ** 2]

    stops = [math.log(1 - 1e-3), math.log(1 - 1e-4)]
    sol = solve_ivp(rhs_pole, (math.log(1e-3), stops[1]),
                    [1.0, origin_ratio(fine, 3), 0.0], method="DOP853",
                    rtol=1e-9, atol=1e-11, t_eval=stops)
    pole_ratio[sector] = sol.y[2, 1] / sol.y[2, 0]
    pole_amplitude[sector] = sol.y[0, 1]
    assert 9 < pole_ratio[sector] < 11      # inverse distance law gives 10
    assert abs(sol.y[0, 1]) > 0.5

# ---------- printed numbers ----------
mev = const.physical_constants["electron mass energy equivalent in MeV"][0]
ev = mev * 1e6
compton = const.hbar / (const.m_e * const.c)
print(f"block equations, largest error: {block_error:.1e} (model units)")
print(f"J=0 radial equations, largest error: {radial_error:.1e} (model units)")
print(f"smooth test: m1={ma_}, m2={mb_}, V depth={depth}, b height={breit_depth}, width={width}")
for s in smooth:
    print(f"smooth {s}: E-M diagonalized {smooth[s][0]:.8f}, reduced {smooth[s][1]:.8f}")
print(f"heavy-partner test: coupling={g_strong}, m2/m1={heavy:.0e}")
for s in strong:
    print(f"heavy {s}: E-M reduced {strong[s]:.7f}, Dirac {dirac[s][1]:.7f} (units m1)")
print(f"fine-structure constant: {fine:.9f} (dimensionless)")
print(f"muon/electron mass ratio: {ratio:.6f} (dimensionless)")
print(f"electron rest energy: {ev:.3f} eV")
print(f"muonium reduced mass: {ratio / (1 + ratio):.8f} electron masses")
for (label, s), (e0, e, sh, c4, br, b4, wts) in results.items():
    name = ("1 " if s == "1S0" else "2 ") + s
    print(f"{label} {name}: Coulomb shift/(m_e alpha^4) {sh:.7f}, formula {c4:.7f}")
    print(f"{label} {name}: Breit shift/(m_e alpha^4) {br / fine**4:.7f}, formula {b4:.7f}")
    if label == "muonium":
        print(f"  Schroedinger energy: {e0 * ev:.9f} eV")
        print(f"  Coulomb radial-equation energy: {e * ev:.9f} eV")
        print(f"  Coulomb shift: {(e - e0) * ev * 1e6:.3f} micro-eV")
        print(f"  first-order Breit shift: {br * ev * 1e6:.3f} micro-eV")
        print(f"  energy with both shifts: {(e + br) * ev:.9f} eV")
        print("  weights LL, LS, SL, SS: " + ", ".join(f"{q:.4e}" for q in wts))
r_pole = fine / (1 + ratio + results["muonium", "1S0"][1])
print(f"muonium 1S0 pole radius: {r_pole * compton * 1e15:.6f} fm")
for s in pole_ratio:
    print(f"pole {s}: norm growth for tenfold approach {pole_ratio[s]:.3f}, a near pole {pole_amplitude[s]:.6f}")
print("OK")
```

It prints:

```
block equations, largest error: 7.2e-12 (model units)
J=0 radial equations, largest error: 2.1e-12 (model units)
smooth test: m1=1.0, m2=2.0, V depth=2.0, b height=0.1, width=3.0
smooth 1S0: E-M diagonalized -0.95317586, reduced -0.95317586
smooth 3P0: E-M diagonalized -0.54940035, reduced -0.54940035
heavy-partner test: coupling=0.6, m2/m1=1e+06
heavy 1S0: E-M reduced -0.1999996, Dirac -0.2000000 (units m1)
heavy 3P0: E-M reduced -0.0513166, Dirac -0.0513167 (units m1)
fine-structure constant: 0.007297353 (dimensionless)
muon/electron mass ratio: 206.768283 (dimensionless)
electron rest energy: 510998.951 eV
muonium reduced mass: 0.99518695 electron masses
equal 1 1S0: Coulomb shift/(m_e alpha^4) 0.0468447, formula 0.0468750
equal 1 1S0: Breit shift/(m_e alpha^4) -0.3748120, formula -0.3750000
equal 2 3P0: Coulomb shift/(m_e alpha^4) -0.0074870, formula -0.0074870
equal 2 3P0: Breit shift/(m_e alpha^4) -0.0234379, formula -0.0234375
muonium 1 1S0: Coulomb shift/(m_e alpha^4) -0.1202304, formula -0.1202274
muonium 1 1S0: Breit shift/(m_e alpha^4) -0.0143014, formula -0.0143005
  Schroedinger energy: -13.540208185 eV
  Coulomb radial-equation energy: -13.540382404 eV
  Coulomb shift: -174.219 micro-eV
  first-order Breit shift: -20.723 micro-eV
  energy with both shifts: -13.540403127 eV
  weights LL, LS, SL, SS: 9.9999e-01, 3.0841e-10, 1.3185e-05, 2.0332e-14
muonium 2 3P0: Coulomb shift/(m_e alpha^4) -0.0384162, formula -0.0384152
muonium 2 3P0: Breit shift/(m_e alpha^4) -0.0008939, formula -0.0008938
  Schroedinger energy: -3.385052046 eV
  Coulomb radial-equation energy: -3.385107713 eV
  Coulomb shift: -55.667 micro-eV
  first-order Breit shift: -1.295 micro-eV
  energy with both shifts: -3.385109008 eV
  weights LL, LS, SL, SS: 1.0000e+00, 7.7103e-11, 3.2963e-06, 5.9304e-16
muonium 1S0 pole radius: 0.013563 fm
pole 1S0: norm growth for tenfold approach 10.215, a near pole 0.999834
pole 3P0: norm growth for tenfold approach 10.215, a near pole 0.999835
OK
```
